# Differential capacitance of a quasistatic Child sheath at fixed ion current

## Problem

A plasma faces a flat wall that is strongly negative with respect to it. Between them lies a collisionless sheath of thickness $s$ containing ions but no electrons. Cold, singly charged ions of mass $M$ enter it with the Bohm current density

$$J=en_su_B,\qquad u_B=\sqrt{\frac{eT_e}{M}},$$

where $n_s$ is the plasma density at the sheath edge and $T_e$ is the electron temperature expressed in volts. The voltage $V>0$ across the sheath is much larger than $T_e$. It changes so slowly that the ions take up their steady profile at each instant, while $J$ stays fixed.

Let $Q$ be the magnitude of the charge per area on the wall.

(a) Estimate $C=dQ/dV$ by scaling.

(b) Find $C$ exactly within this model and compare it with the parallel-plate value $\epsilon_0/s$.

(c) The thickness changes with voltage. Does this alone account for any departure from $\epsilon_0/s$?

(d) Evaluate the result for a biased wafer with $n_s=10^{10}\ \mathrm{cm^{-3}}$, $T_e=3$ V, $V=200$ V and $M=40$ u. State what $C$ says about the current.

## First estimate by scaling

The field is of order $V/s$, so Gauss's law gives a wall charge $Q\sim\epsilon_0V/s$ and a mean ion charge density $\rho\sim\epsilon_0V/s^2$. An ion that has fallen through $V$ has speed $v_w=\sqrt{2eV/M}$. Setting $J\sim\rho v_w$ gives

$$J\sim\epsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.$$

At fixed $J$, therefore, $s\propto V^{3/4}$ and $Q\propto V/s\propto V^{1/4}$. A quantity proportional to $V^{1/4}$ has derivative $Q/(4V)$, so

$$C\sim\frac{1}{4V}\,\frac{\epsilon_0V}{s}=\frac{\epsilon_0}{4s}.$$

The powers are reliable, because with $J$ fixed and $V\gg T_e$ no other voltage enters. The numerical factor is not, because the field and the density vary across the sheath.

## Exact solution

Let $x$ run from the sheath edge to the wall, and let $\phi(x)\ge0$ be the drop in electric potential from the edge. The potential is then $-\phi$, and Poisson's equation reads $\phi''=\rho/\epsilon_0$. The field points toward the wall and has magnitude $\phi'$.

In the Child limit the entry speed and the edge field are neglected, so $\phi(0)=\phi'(0)=0$. Energy conservation gives $v=\sqrt{2e\phi/M}$, and flux conservation gives $\rho=J/v$. Hence

$$\phi''=\frac{J}{\epsilon_0}\sqrt{\frac{M}{2e}}\,\phi^{-1/2}.$$

The density diverges at the edge, but its integral is finite. Multiplying by $\phi'$ turns the left side into $(\phi'^2/2)'$ and the right side into a derivative of $2\phi^{1/2}$. Integration from the edge gives

$$\phi'^2=\frac{4J}{\epsilon_0}\sqrt{\frac{M}{2e}}\,\phi^{1/2}.$$

Take the positive root and separate the variables:

$$\phi^{-1/4}d\phi=2\left(\frac{J}{\epsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}dx.$$

Integrating from edge to wall,

$$\frac43V^{3/4}=2\left(\frac{J}{\epsilon_0}\right)^{1/2}\left(\frac{M}{2e}\right)^{1/4}s.$$

Squaring and solving for $J$ gives the Child law,

$$J=\frac49\epsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.$$

The wall field $E$ follows from the separated equation at $\phi=V$. Its constant factor equals $(4/3)V^{3/4}/s$ by the integrated equation, so

$$E=\frac{4V^{3/4}}{3s}V^{1/4}=\frac{4V}{3s}.$$

Since the edge field is zero, Gauss's law makes the ion charge per area equal to $\epsilon_0E$. The wall carries the opposite charge, of magnitude

$$Q=\epsilon_0E=\frac{4\epsilon_0V}{3s}.$$

At fixed $J$ the Child law gives $s\propto V^{3/4}$, hence $Q\propto V^{1/4}$, and

$$\boxed{C=\frac{dQ}{dV}=\frac{Q}{4V}=\frac{\epsilon_0}{3s}}$$

This is one third of the parallel-plate value at the same thickness.

## Comparison with the estimate

Scaling gave $\epsilon_0/(4s)$ when the true thickness was used. The missing factor $4/3$ is the ratio of the wall field to the mean field $V/s$.

If the thickness is also taken from scaling, the factor $4/9$ in the Child law is missed and the estimated thickness is $3s/2$. The estimate then becomes $\epsilon_0/(6s)$, half the exact result. The exponent $1/4$ is right in both cases.

## Why the factor is one third

Differentiating $Q=4\epsilon_0V/(3s)$ gives two parts:

$$\frac{dQ}{dV}=\frac{4\epsilon_0}{3s}-\frac{4\epsilon_0V}{3s^2}\frac{ds}{dV}.$$

Because $ds/dV=3s/(4V)$, the second part is $-\epsilon_0/s$. The motion of the boundary thus matters, but the first part is not the parallel-plate value either. It is the response at fixed thickness, which requires $J$ to change.

A sheath with frozen ions shows that a changing thickness is not enough. Let $z$ be the distance from the wall. The field at $z$ is $\epsilon_0^{-1}\int_z^s\rho(z')\,dz'$. Integrating it over the sheath and exchanging the order of integration gives

$$V=\frac1{\epsilon_0}\int_0^s z\,\rho(z)\,dz.$$

Now let the electron edge retreat by $ds$ while the ions stay in place, with a finite charge density $\rho_s$ at the edge. The uncovered charge is $dQ=\rho_sds$. It lies at distance $s$ from the wall, so $dV=s\rho_sds/\epsilon_0$ and

$$C_{\rm frozen}=\frac{\epsilon_0}{s}.$$

This sheath thickens too, yet it has the parallel-plate capacitance for any frozen profile with finite edge density.

In the quasistatic sheath the ions readjust. At fixed $J$ the equation for $\phi(x)$ and its edge conditions do not contain $V$. A higher voltage therefore continues the same profile farther from the edge. The total charge grows by a layer with the density found at the wall, $\rho_w=J/v_w$, while the voltage grows by $E\,ds$:

$$dQ=\rho_wds,\qquad dV=E\,ds,\qquad C=\frac{\rho_w}{E}.$$

Since $E=Q/\epsilon_0$ and the mean ion charge density is $\bar\rho=Q/s$,

$$C=\frac{\epsilon_0}{s}\,\frac{\rho_w}{\bar\rho}.$$

The Child law gives $\rho_w=J/v_w=4\epsilon_0V/(9s^2)$, while $\bar\rho=4\epsilon_0V/(3s^2)$. Their ratio is $1/3$. The capacitance is low because accelerated ions are sparse near the wall. Seen from a fixed point in the old sheath, the edge has moved away, the ions arrive faster, and their density has fallen.

The transit time $\tau$ gives the same picture. Along an ion's path, $d\phi'/dt=v\rho/\epsilon_0=J/\epsilon_0$, so the field rises linearly with time and the speed as $t^2$. The mean speed is then $v_w/3$, and

$$\tau=\frac{3s}{v_w},\qquad Q=J\tau.$$

The path grows as $V^{3/4}$ and the speed as $V^{1/2}$, leaving $Q\propto V^{1/4}$.

## Numbers for a biased wafer

The given values make $u_B=2.69$ km/s and $J=0.431\ \mathrm{mA/cm^2}$. The Debye length is $\lambda_D=\sqrt{\epsilon_0T_e/(en_s)}=0.129$ mm. Inserting $J=en_su_B$ into the Child law gives

$$s^2=\frac49\,\frac{\epsilon_0V}{en_s}\sqrt{\frac{2V}{T_e}}
=\frac29\lambda_D^2\left(\frac{2V}{T_e}\right)^{3/2}.$$

Therefore

$$s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}
=0.471\times0.1288\times39.2\ \mathrm{mm}=2.38\ \mathrm{mm}.$$

The wall field is $4V/(3s)=1.12$ kV/cm, and the wall charge is $99.1\ \mathrm{pC/cm^2}$. The capacitance is

$$C=\frac{Q}{4V}=\frac{99.1\ \mathrm{pC/cm^2}}{4\times200\ \mathrm V}
=0.124\ \mathrm{pF/cm^2}=1.24\ \mathrm{nF/m^2}.$$

The parallel-plate value is $0.372\ \mathrm{pF/cm^2}$. Over a wafer 300 mm in diameter, the quasistatic value amounts to 88 pF.

Raise the voltage from 200 to 220 V at fixed $J$. The thickness grows to 2.56 mm, and the charge grows by

$$\Delta Q=99.1\left(1.1^{1/4}-1\right)\ \mathrm{pC/cm^2}=2.39\ \mathrm{pC/cm^2}.$$

The linear estimate $C\Delta V$ is $2.48\ \mathrm{pC/cm^2}$, about 4% above this change because $C$ falls as the sheath grows. The parallel-plate estimate with the initial thickness is $7.44\ \mathrm{pC/cm^2}$, about three times the change. The ion density at the wall varies as $V^{-1/2}$ and falls by 4.7%.

## What the capacitance says about current

The displacement current at the wall is $dQ/dt=C\,dV/dt$. It is not the whole alternating current, because the ion current at the wall also varies. Let $J_{\rm in}$ be the ion current density crossing the moving edge. Charge conservation gives

$$J_{\rm wall}=J_{\rm in}-\frac{dQ}{dt},\qquad
J_{\rm wall}+\frac{dQ}{dt}=J_{\rm in}.$$

If $J_{\rm in}$ is held at $J$, the two varying currents cancel and the total has no alternating part. If instead the edge sweeps through plasma of density $n_s$ whose ions move toward the wall at $u_B$, then

$$J_{\rm in}=en_s\left(u_B+\frac{ds}{dt}\right).$$

The varying $J_{\rm in}$ also changes the stored charge, because the Child law gives $Q\propto J^{1/2}V^{1/4}$. For a small modulation $\delta V$ at angular frequency $\omega$, the relative change of $J$ is $\omega\,\delta s/u_B$ in amplitude, with $\delta s=3s\,\delta V/(4V)$ to leading order. The extra charge is then $3\omega s/(2u_B)$ times $C\,\delta V$, a quarter cycle out of phase with it. The fixed-$J$ value of $C$ therefore holds to leading order when $\omega s\ll u_B$. The coefficient of $dV/dt$ in the total current is now $en_s\,ds/dV$. Using $en_s=J/u_B$, $ds/dV=3s/(4V)$ and the Child law,

$$\frac{en_s\,ds/dV}{C}=\frac{9Js^2}{4\epsilon_0Vu_B}
=\frac{v_w}{u_B}=\sqrt{\frac{2V}{T_e}}=11.5.$$

For a modulation of 10 V amplitude at 50 kHz, these leading-order expressions give a displacement current of amplitude $0.39\ \mathrm{\mu A/cm^2}$ and a swept-edge current of amplitude $4.5\ \mathrm{\mu A/cm^2}$. The edge speed reaches only 1.0% of $u_B$, but $3\omega s/(2u_B)=0.42$, so with a swept edge the first figure is rough. The coefficient $3/2$ is the limit $V\gg T_e$; for an electron-free sheath with Bohm entry at 200 V, the out-of-phase fraction is 0.36 and the displacement amplitude is $0.45\ \mathrm{\mu A/cm^2}$. Thus $\epsilon_0/(3s)$ describes stored charge; a circuit model also needs the response of the ion feed.

## Conditions and corrections

**Frequency.** The transit time is $\tau=0.23\ \mathrm{\mu s}$. At 50 kHz, $\omega\tau=0.072$, where $\omega$ is the angular frequency, and the quasistatic picture is reasonable at fixed $J$; with a swept edge, $\omega s\ll u_B$ is needed as well. At 13.56 MHz, $\omega\tau=19.6$, and it fails. For a small modulation at that frequency, if the electrons still follow the field, the frozen-ion result is the appropriate limit: $\epsilon_0/s$, with $s$ the thickness of the frozen profile. It holds here only to about 10%, because $\omega$ is just four times the ion plasma frequency $u_B/\lambda_D$ at the edge and the ions still move a little.

**Entry speed and electrons.** With ions entering at $u_B$ but electrons still absent, the ion speed is $u_B$ plus a term growing as $t^2$. Its mean is $u_B+(v_w-u_B)/3$, where now $v_w=u_B\sqrt{1+2V/T_e}$. The ratio $\rho_w/\bar\rho$ equals the mean speed divided by the wall speed:

$$\frac{sC}{\epsilon_0}=\frac13+\frac{2}{3\sqrt{1+2V/T_e}}=0.391.$$

Here $s$ is the thickness of this modified sheath.

With Boltzmann electrons included, put $\eta=V/T_e$. The net charge density at potential drop $V$ is $en_s[(1+2\eta)^{-1/2}-e^{-\eta}]$. Multiplying Poisson's equation by $\phi'$ and integrating from the field-free plasma gives

$$E=\frac{T_e}{\lambda_D}\sqrt{2\left[\sqrt{1+2\eta}+e^{-\eta}-2\right]}.$$

Differentiating $\epsilon_0E$ again gives the net wall density divided by $E$:

$$C=\frac{en_s}{E}\left[\frac1{\sqrt{1+2\eta}}-e^{-\eta}\right]
=0.1355\ \mathrm{pF/cm^2}.$$

This is 9% above the Child value. The same formula gives a wall field of 1.02 kV/cm and a wall charge of $90.3\ \mathrm{pC/cm^2}$, 9% below the Child values, so the local exponent $CV/Q$ is 0.30 at 200 V rather than $1/4$. For large $\eta$, replacing $\sqrt{1+2\eta}$ by $\sqrt{2\eta}$ makes the ratio to the Child value $(1-2/\sqrt{2\eta})^{-1/2}$, so the relative correction tends to $1/\sqrt{2\eta}$.

**Collisions.** Take a gas at 2 mTorr and 300 K with a rough ion-collision cross section of $10^{-14}\ \mathrm{cm^2}$. The mean free path is about 16 mm, and about 14% of ions collide in the sheath. This value is close to the momentum-transfer cross section of slow argon ions. The charge-exchange cross section alone is nearer $4\times10^{-15}\ \mathrm{cm^2}$ over the energies reached in the sheath, which gives about 6%, so the larger value overstates charge exchange. Treated as charge exchange in the electron-free sheath with Bohm entry, collisions raise $C$ by about 4% for the smaller cross section and 9% for the larger. In the opposite, strongly collisional limit with constant mean free path, an ion gains energy proportional to the local field between collisions, so $v\propto\sqrt{E(x)}$. Then $E'(x)\propto E^{-1/2}$ and $E\propto x^{2/3}$. At the wall $\rho_w=\epsilon_0E'=2\epsilon_0E/(3s)$, and $C=\rho_w/E=2\epsilon_0/(3s)$. Collisions can therefore change the coefficient as well as the thickness.

**The real process.** These are rough values for a low-pressure inductively coupled etch reactor, with density and pressure toward the low end. A density of $10^{11}\ \mathrm{cm^{-3}}$ at the same $V$ and $T_e$ would reduce $s$ and raise $C$ by $\sqrt{10}$. At the original density of $10^{10}\ \mathrm{cm^{-3}}$ and a bias frequency of 400 kHz, $\omega\tau$ is 0.58. At fixed $J$ this changes the magnitude of $C$ by only about 1%, but the charge lags the voltage by about $\omega\tau/2=0.29$ rad. With a swept edge $\omega s/u_B=2.2$, so the fixed-$J$ value no longer applies. In the Child limit, passing to frozen ions at the same thickness raises the small-signal capacitance threefold. With Bohm entry and Boltzmann electrons at 200 V and 3 V the factor is about 2.3, from 0.136 to $0.307\ \mathrm{pF/cm^2}$. The model also needs a conducting path that removes the steady ion current, about 0.3 A over the wafer, since no electrons reach the wall at 200 V. An insulating or capacitively coupled wafer must instead admit electrons during part of each cycle, and such a large radio-frequency swing needs a time-dependent sheath model.

All numerical values are calculated from the stated model.
